# Delivery laws for subliming spherical grains: surface control and diffusion control

## Result

A batch of $N$ identical spherical grains, each of initial radius $r_0$, sublimes at constant temperature into gas that is free of vapour far away. The grains do not influence one another. When a single step limits the loss, the molar delivery rate $n(t)$ of the batch approaches one of two laws:

$$\frac{n}{n_0}=\left(1-\frac t\tau\right)^{2},\quad \tau=\frac{r_0}{kV_mc_s}\qquad\text{(the surface limits)},$$

$$\frac{n}{n_0}=\left(1-\frac t\tau\right)^{1/2},\quad \tau=\frac{r_0^2}{2DV_mc_s}\qquad\text{(diffusion limits)}.$$

Here $n_0=n(0)$, $c_s$ is the saturation concentration of the vapour, $V_m$ the molar volume of the solid, $D$ the diffusivity of the vapour in the gas, and $k$ a surface exchange velocity defined below. The number that decides between the laws is $B=kr_0/D$: small $B$ gives the first, large $B$ the second, and for $B$ near 1 neither holds. Each law has its own $\tau$.

## One grain, surface alone

Let $J$ be the molar flux leaving unit area of the grain. The grain holds $4\pi r^3/(3V_m)$ moles and loses $4\pi r^2J$ per unit time:

$$\frac{d}{dt}\frac{4\pi r^3}{3V_m}=\frac{4\pi r^2}{V_m}\frac{dr}{dt}=-4\pi r^2J
\quad\Rightarrow\quad \frac{dr}{dt}=-V_mJ .$$

The area cancels, so the flux density sets the speed of the surface. The batch delivers $n=4\pi r^2JN$.

For $J$, consider vapour molecules striking the surface. With molar mass $M$, gas constant $R_g$ and $s^2=R_gT/M$, the Maxwell distribution of the velocity component $v$ towards the surface gives a one-way flux per unit concentration

$$\int_0^\infty \frac{v\,e^{-v^2/2s^2}}{s\sqrt{2\pi}}\,dv=\frac{s}{\sqrt{2\pi}}=\sqrt{\frac{R_gT}{2\pi M}} .$$

A fraction $\alpha$ of the arrivals is taken to condense. At saturation the net flux vanishes, so emission equals $kc_s$ with $k=\alpha\sqrt{R_gT/2\pi M}$. If emission does not depend on the gas outside, then for a concentration $c_1$ at the surface

$$J=k(c_s-c_1).$$

When the gas removes vapour easily, $c_1\approx0$ and $J=kc_s$ is constant. Hence

$$r=r_0-kV_mc_st=r_0\left(1-\frac t\tau\right),\qquad n=4\pi r^2kc_sN\propto\left(1-\frac t\tau\right)^2 .$$

The radius falls linearly, and delivery follows the area.

## One grain, diffusion alone

Now let the surface exchange be fast, so that $c_1\approx c_s$. In stagnant gas with a steady profile, the same molar current crosses every sphere of radius $R\ge r$ around the grain:

$$\frac{d}{dR}\left(R^2\frac{dc}{dR}\right)=0\quad\Rightarrow\quad c=A+\frac{C}{R}.$$

The condition $c\to0$ far away gives $A=0$, and $c(r)=c_1$ gives $C=c_1r$. The flux at the surface is

$$J=-D\left.\frac{dc}{dR}\right|_{R=r}=\frac{Dc_1}{r}.$$

A smaller grain has a steeper profile. With $c_1=c_s$, the surface speed is $dr/dt=-DV_mc_s/r$. Multiplying by $2r$ gives

$$\frac{d(r^2)}{dt}=-2DV_mc_s\quad\Rightarrow\quad r^2=r_0^2\left(1-\frac t\tau\right).$$

The area now falls linearly, but the flux density rises as $1/r$. Their product is

$$n=4\pi r^2\frac{Dc_s}{r}N=4\pi Dc_srN\propto\left(1-\frac t\tau\right)^{1/2}.$$

**Check on the inventory.** Delivery integrated over the lifetime must equal the initial content $4\pi r_0^3N/(3V_m)$. Since $\int_0^1(1-x)^p\,dx=1/(p+1)$, the two totals are

$$\frac{n_0\tau}{3}=\frac{4\pi r_0^2kc_sN}{3}\,\frac{r_0}{kV_mc_s},\qquad
\frac{2n_0\tau}{3}=\frac{2}{3}\,4\pi Dc_sr_0N\,\frac{r_0^2}{2DV_mc_s}.$$

Both reduce to the initial content. The fraction delivered by time $t$ is $1-(r/r_0)^3$, which is $1-(1-t/\tau)^3$ for surface control and $1-(1-t/\tau)^{3/2}$ for diffusion control.

## Both resistances together

The same flux crosses the surface and the gas, so $c_s-c_1=J/k$ and $c_1=Jr/D$. Adding these removes $c_1$:

$$J=\frac{c_s}{1/k+r/D}.$$

The ratio of gas resistance to surface resistance is $kr/D$, which starts at $B$. Inserting $J$ in $dr/dt=-V_mJ$ and separating variables gives

$$\left(\frac1k+\frac rD\right)dr=-V_mc_s\,dt
\quad\Rightarrow\quad
\frac{r_0-r}{k}+\frac{r_0^2-r^2}{2D}=V_mc_st .$$

At $r=0$ the full lifetime is the sum of the two limiting lifetimes. Dropping either term on the left recovers the corresponding law.

The leading corrections show how good each limit is. Let $a=r/r_0$ and let $x=1-t/\tau$, with $\tau$ now the full lifetime. The integrated law and the delivery become

$$a+\tfrac12Ba^2=\left(1+\tfrac12B\right)x,\qquad \frac n{n_0}=\frac{a^2(1+B)}{1+Ba}.$$

*Small $B$.* To first order $a=x+\tfrac12Bx(1-x)$, so $a^2=x^2[1+B(1-x)]$. The remaining factor is $1+B(1-x)$, and

$$\frac n{n_0}\approx x^2\,[1+2B(1-x)].$$

*Large $B$.* Multiply the radius equation by $2/B$ and write $q=\sqrt x$: then $a^2+2a/B=(1+2/B)q^2$, so $a\approx q-(1-q)/B$. The delivery is $a(1+1/B)/[1+1/(Ba)]\approx a[1-(1-q)/(Bq)]$, and

$$\frac n{n_0}\approx q-\frac{2(1-q)}{B}.$$

The second expansion needs $Bq\gg1$ and therefore fails near burnout. At the radius $r_\times=D/k$ the two resistances are equal, and below it the surface controls. Setting $r_0\to r_\times$ in the lifetime gives the time still left:

$$t_\times=\frac{1}{V_mc_s}\left(\frac{r_\times}{k}+\frac{r_\times^2}{2D}\right)=\frac{3D}{2k^2V_mc_s}.$$

## The same grains in both limits

Take 25 grains of radius 50 µm on an open 5 by 5 grid of 10 mm pitch, in nitrogen at 760 Torr and 410 K. The vapour pressure is 0.1 Torr, $M=0.320$ kg/mol, the density is 3900 kg/m³ and $D=1.0\times10^{-5}$ m²/s. Then

$$c_s=\frac{p}{R_gT}=3.91\times10^{-3}\ \text{mol/m}^3,\qquad V_m=\frac{0.320}{3900}=8.21\times10^{-5}\ \text{m}^3/\text{mol},$$

and $V_mc_s=3.21\times10^{-7}$. The one-way speed $\sqrt{R_gT/2\pi M}$ is 41.2 m/s, and the batch contains 159.5 nmol. Only $\alpha$ is changed between the two cases.

**Open surface, $\alpha=1$.** Here $B=41.2\times5\times10^{-5}/10^{-5}\approx206$, so diffusion controls:

$$\tau=\frac{(5\times10^{-5})^2}{2\times10^{-5}\times3.21\times10^{-7}}\approx390\ \text{s}.$$

Including the surface resistance by the series law gives 393 s; at $\alpha=1$ that law overstates the kinetic resistance, and kinetic-layer corrections give about 392 s. In the pure diffusion law the initial delivery is $25\times4\pi Dr_0c_s=6.1\times10^{-10}$ mol/s, or 36.9 nmol/min. At half the lifetime, $t=\tau/2$, it is still 26.1 nmol/min.

**Hindered surface, $\alpha=10^{-4}$.** Now $k=4.12\times10^{-3}$ m/s and $B=0.0206$, so the surface controls:

$$\tau=\frac{5\times10^{-5}}{4.12\times10^{-3}\times3.21\times10^{-7}}\approx3.78\times10^4\ \text{s}=10.5\ \text{h}.$$

In the pure surface law, delivery starts at 0.759 nmol/min and has dropped to 0.190 nmol/min at $t=\tau/2$. With both resistances the values at the same two times are 0.744 and 0.194 nmol/min, and the lifetime is 10.6 h.

As a test, the time-dependent diffusion equation was solved numerically with a moving surface and finite $k$, starting from vapour-free gas. Neither a steady profile nor a power law was assumed. Time is measured in full lifetimes and delivery in units of its initial quasi-steady value.

| $t/\tau$ | diffusion: numerical | $x^{1/2}$ | surface: numerical | $x^2$ |
|---|---|---|---|---|
| 0.25 | 0.8651 | 0.8660 | 0.5682 | 0.5625 |
| 0.50 | 0.7041 | 0.7071 | 0.2551 | 0.2500 |
| 0.75 | 0.4946 | 0.5000 | 0.0644 | 0.0625 |

The exponents obtained from the first and last rows are 0.509 and 1.981. The deviations have the predicted signs. For the hindered surface at $x=0.5$, the first-order formula gives $0.25(1+0.0206)=0.2551$, as found. For the open surface at $x=0.25$, it gives $0.5-1/206=0.4951$. The remaining 0.0005 comes from the start-up transient treated next. The extra flux at early times removes solid sooner, so later the grain is smaller and delivers less than the steady law predicts; at $t/\tau=0.25$ the same transient still raises delivery by about 0.0003.

By half the lifetime the numerical solutions have delivered 0.649 of the inventory under diffusion control and 0.873 under surface control. The pure laws give 0.646 and 0.875.

## When is the profile steady?

For a sphere of fixed radius, put $u=Rc$. The spherical diffusion equation becomes $\partial u/\partial t=D\,\partial^2u/\partial R^2$. With $u=rc_s$ at the surface and $u=0$ initially, the solution is

$$c=\frac{rc_s}{R}\,\mathrm{erfc}\frac{R-r}{2\sqrt{Dt}},\qquad
J=\frac{Dc_s}{r}\left(1+\frac{r}{\sqrt{\pi Dt}}\right).$$

The first term of $J$ comes from differentiating $1/R$, the second from differentiating the error function. At $r=r_0$ and $t=\tau=r_0^2/(2DV_mc_s)$, the correction is $\sqrt{2V_mc_s/\pi}$, here 0.045% of the steady flux. It is small because the solid is far denser than the vapour, so the grain shrinks slowly compared with diffusion over its own radius. At very early times, $t\lesssim r_0^2/D$, the steady profile does not apply.

"Stagnant" also has a scale. A drift $u_d$ competes with diffusion at distances of about $D/u_d$, which must greatly exceed $r_0$. This requires $u_d\ll D/r_0=0.20$ m/s. That condition concerns the profile around one grain. The field between grains 10 mm apart is already altered by a drift of about $D/(10\ \text{mm})=1$ mm/s. The grains can drive such a drift themselves: under diffusion control the heavy, slightly cooled gas at the surface is about 0.17% denser than its surroundings and sinks. In unbounded gas a linear viscous-flow estimate gives about 0.4 mm/s at a single grain after 100 s, a flux change of order 0.1%, and more than 1 mm/s at the centre of the open grid within half a minute. The many-grain figures below ignore this buoyant flow.

The end of life limits the law differently. For $\alpha=1$, the crossover radius is 0.24 µm, reached with 0.028 s left. Kinetic theory gives roughly $D\approx\ell\bar v/3$, with $\bar v$ the mean speed of the vapour molecules and $\ell$ the distance over which one of them loses its direction of motion, while $k=\bar v/4$. Thus $r_\times\approx4\ell/3$, with $\ell\approx0.18$ µm: continuum diffusion itself becomes doubtful there. A heavy molecule in a light gas keeps its direction through many collisions, so $\ell$ is much longer than its mean free path. The surface law at $\alpha=1$ is also approximate, but the surface supplies only about 0.5% of the initial resistance.

## Cooling and the flow of escaping vapour

Sublimation absorbs an enthalpy $L$ per mole. If heat arrives by steady conduction through gas of conductivity $\lambda$, the temperature profile has the same $1/R$ form as the vapour profile. The heat flux density is $\lambda\Delta T/r$, where $\Delta T$ is the cooling of the grain, and it must equal $LJ$. Under diffusion control,

$$\Delta T=\frac{LrJ}{\lambda}=\frac{LDc_s(T-\Delta T)}{\lambda},$$

where $c_s$ is evaluated at the grain temperature. The radius has cancelled. Cooling therefore lengthens $\tau$ but leaves the exponent at 1/2, within this conduction model with constant $D$ and $\lambda$.

For $L=100$ kJ/mol and $\lambda=0.033$ W/(m K), the drop is 0.117 K at $r_0$ and 0.116 K at $r_0/2$. It lowers delivery by 0.8%. Under surface control $J$ is nearly constant, so $\Delta T\propto r$. The computed drops are 0.0024 K and 0.0012 K, too small to matter here.

Escaping vapour also drives a weak outward flow. Let $y$ be its mole fraction, $y_s$ the value at the surface, $C_g$ the total gas concentration and $j$ the local vapour flux. With no net flux of carrier gas,

$$j=-C_gD\frac{dy}{dR}+yj\quad\Rightarrow\quad j=-\frac{C_gD}{1-y}\frac{dy}{dR}.$$

Since $4\pi R^2j$ is constant, integration from the surface to infinity gives a molar current $4\pi rC_gD\ln[1/(1-y_s)]$. It is still proportional to $r$, so the exponent survives. For $y_s=0.1/760$, the gain over the dilute result is about $y_s/2$, or 0.0066%.

## Many grains: where independence fails

A grain emitting $m_j$ moles per second adds $m_j/(4\pi Dd_{ij})$ to the concentration at a grain a distance $d_{ij}$ away. Treating neighbours as such point sources, the emissions obey

$$m_i=4\pi DG\left(c_s-\sum_{j\ne i}\frac{m_j}{4\pi Dd_{ij}}\right),\qquad G=\frac{r}{1+D/(kr)} .$$

The prefactor is the isolated-grain conductance with both resistances. For two equal spheres at fixed surface concentration, with centres four radii apart, this model gives $1/(1+1/4)=0.8$ of the isolated rate. The method of images agrees within 0.005. That tests a pair, not a large array.

On the open grid, the steady sum at the initial radius is 0.947 of the isolated sum under diffusion control and 0.999 under surface control. The common field needs a time of order $(40\ \text{mm})^2/D=160$ s to spread over the grid, a large part of the 390 s lifetime. The 5% loss therefore overstates the effect. In stagnant gas the neighbours' vapour at a grain rises to only about 3% of $c_s$, near 100 s, and late in life the grid delivers slightly more than isolated grains would at the same time, because its grains have shrunk more slowly.

Now place 400 of the same grains in a flat 20 by 20 patch at 0.2 mm pitch. In the point-source model, which is only approximate at this spacing, delivery falls to 0.072 of the isolated sum for $\alpha=1$ and 0.78 for $\alpha=10^{-4}$. The model's sensitivity $d\ln n/d\ln r$, with all radii kept equal, is 0.099 and 1.55 respectively. For spheres of finite size the two ratios and the second slope are unchanged at this precision, while the first slope becomes about 0.105. Isolated grains would give about 1 and 2.

A simple estimate explains the trend. If every grain emitted equally, then $m\propto G/(1+GS)$ with $S=\sum_j1/d_{ij}$. Differentiation gives

$$\frac{d\ln m}{d\ln r}=\frac{1}{1+GS}\frac{d\ln G}{d\ln r}.$$

The first factor is the ratio to isolated delivery. The estimate is therefore about 0.07 for $\alpha=1$ and 1.55 for $\alpha=10^{-4}$. The full value of 0.099 in the first case differs because edge and centre grains emit unequally. Such grains do not remain identical, so neither single-grain law can simply be multiplied by $N$.

## Beside a real source

The chosen material values are rough ones in the regime of a hafnium tetrachloride source, but the results hold for gas at 760 Torr. Since $D$ varies inversely with pressure, the open surface would have $B\approx2.7$ at 10 Torr, between the two laws; there $\ell$ is already 0.28 of the grain radius, and the series formula for $J$ is uncertain by about 10%. At 1 Torr $\ell$ would exceed the grain radius, and continuum diffusion would not apply. The coefficient $\alpha=10^{-4}$ is a model choice, not a property claimed for that solid. The load of 159.5 nmol, about 51 µg, is far below one gram. A source that holds packed solid under flowing carrier gas can break both the isolation and the stagnant-gas assumptions. In the packed patch, loss of isolation alone reduces diffusion-controlled delivery about fourteenfold relative to the isolated sum. That factor belongs to this patch; a real bed needs its own geometry and flow. The square-root law is thus a law for sparse grains, and a source's delivery curve alone cannot identify the limiting step: spacing, flow and a spread of grain sizes all change its shape. The full set of values is in the numerical output below.

## Numbers as computed

```
temperature 410 K, total pressure 760 Torr
vapour pressure 0.10 Torr
molar mass 0.320 kg/mol, density 3900 kg/m3
diffusivity 1.00e-05 m2/s
sublimation enthalpy 100 kJ/mol
gas conductivity 0.033 W/(m K)
grain radius 50 um, number of grains 25
grid pitch 10 mm
saturation concentration cs 3.9110e-03 mol/m3
solid molar volume Vm 8.2051e-05 m3/mol
Vm*cs 3.209e-07 (no unit)
one-way speed sqrt(RT/2 pi M) 41.18 m/s
initial inventory 159.5 nmol
[diffusion] alpha 1e+00, k 4.118e+01 m/s
[diffusion] exchange number k r0/D 205.9
[diffusion] tau, pure law 389.5 s = 0.108 h
[diffusion] tau, both resistances 393.3 s
[diffusion] initial delivery 36.86 nmol/min
[diffusion] delivery at tau/2 26.06 nmol/min
[diffusion] t/tau 0.25: n/n0 numerical 0.8651, law 0.8660
[diffusion] t/tau 0.50: n/n0 numerical 0.7041, law 0.7071
[diffusion] t/tau 0.75: n/n0 numerical 0.4946, law 0.5000
[diffusion] exponent from numerical solution 0.509
[diffusion] delivered by tau/2: numerical 0.6492, law 0.6464
[diffusion] self-cooling at r0 1.17e-01 K, at r0/2 1.16e-01 K
[diffusion] delivery lost to cooling at r0 8.05e-01 %
[diffusion] open grid / isolated sum 0.9466
[diffusion] packed patch / isolated sum 0.0720
[diffusion] packed patch d ln n/d ln r 0.099
[diffusion] crossover radius D/k 0.243 um, time left 0.028 s
[interface] alpha 1e-04, k 4.118e-03 m/s
[interface] exchange number k r0/D 0.02059
[interface] tau, pure law 3.784e+04 s = 10.511 h
[interface] tau, both resistances 3.823e+04 s
[interface] initial delivery 0.7589 nmol/min
[interface] delivery at tau/2 0.1897 nmol/min
[interface] t/tau 0.25: n/n0 numerical 0.5682, law 0.5625
[interface] t/tau 0.50: n/n0 numerical 0.2551, law 0.2500
[interface] t/tau 0.75: n/n0 numerical 0.0644, law 0.0625
[interface] exponent from numerical solution 1.981
[interface] delivered by tau/2: numerical 0.8731, law 0.8750
[interface] self-cooling at r0 2.39e-03 K, at r0/2 1.21e-03 K
[interface] delivery lost to cooling at r0 1.65e-02 %
[interface] open grid / isolated sum 0.9989
[interface] packed patch / isolated sum 0.7815
[interface] packed patch d ln n/d ln r 1.549
packed patch: 20 by 20 grains, pitch 0.2 mm
Stefan-flow gain in diffusion limit 0.0066 %
transient correction sqrt(2 Vm cs/pi) 0.045 %
drift speed scale D/r0 0.20 m/s
field build-up time over grid width 160 s
```
